\section*{Energy Slopes: the Hellmann–Feynman Theorem, Pulay Terms and Degenerate Levels, part 2}

When does the slope of an energy $E(\lambda)$ equal the expectation value of $H'=\partial H/\partial\lambda$? Two failures were named at the outset. For NO at bond length $R=2.3$ bohr (unrestricted Hartree--Fock, 28 atom-centred basis functions), the energy slope is $0.107$ hartree/bohr, but $\langle\partial H/\partial R\rangle$ with oxygen moving is $-0.751$. For a planar oscillator perturbed by $\lambda xy$, the first excited states with one quantum along $x$ or $y$ have $\langle xy\rangle=0$, yet the slopes are $\pm1/2$.

$H(\lambda)$ is self-adjoint, with a fixed domain and a smooth dependence on $\lambda$. For a normalized, isolated, nondegenerate eigenstate $|\psi\rangle$, the Hellmann--Feynman theorem is
\begin{equation}
\frac{dE}{d\lambda}=\langle\psi|H'|\psi\rangle .
\label{eq:hf}
\end{equation}
For $|\psi\rangle=\sum_\mu c_\mu|\chi_\mu\rangle$ in a moving basis, $\mathbf H_{\mu\nu}=\langle\chi_\mu|H|\chi_\nu\rangle$ and $\mathbf S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle$,
\begin{equation}
\mathbf Hc=E\,\mathbf Sc,\qquad c^\dagger\mathbf Sc=1 .
\label{eq:gen}
\end{equation}
\begin{equation}
E'=c^\dagger(\mathbf H'-E\,\mathbf S')c .
\label{eq:matrix}
\end{equation}
With $|\eta\rangle=\sum_\mu c_\mu|\chi'_\mu\rangle$, this becomes
\begin{equation}
\frac{dE}{d\lambda}=\langle\psi|H'|\psi\rangle+2\,\mathrm{Re}\,\langle\eta|(H-E)|\psi\rangle ,
\label{eq:pulay}
\end{equation}
whose second term is the Pulay term.

For NO, in atomic units, $Z_{\rm N}$ and $Z_{\rm O}$ are the nuclear charges; $\langle S^2\rangle$ refers to total spin, not to the overlap matrix $\mathbf S$.

The closing numerical output also covers earlier examples, the last two with $\hbar=m=1$:

- The $7\times7$ family is a general Hermitian matrix $H(\lambda)$.
- The quartic potential is $H=p^2/2+\lambda x^4$, with trial function $\psi\propto e^{-ax^2/2}$. The output calls $a$ a "width", but it is the exponent: a larger $a$ means a narrower state. The "best" value obeys $a^3=6\lambda$; the rule $a=\lambda^{1/3}$ isn't optimal, and its response term is $(\partial\mathcal E/\partial a)(da/d\lambda)$, where $\mathcal E(a,\lambda)$ is the trial energy.
- The two wells are
\begin{equation}
H=-\frac12\frac{d^2}{dx^2}-3e^{-(x+1)^2}-3e^{-(x-\lambda)^2}
\end{equation}
at $\lambda=1$, with $N$ oscillator functions $\phi_n(x-\lambda)$, $n=0,\dots,N-1$, riding on the right-hand well. The values are for the lowest state.

\section{Mean-field forces and degenerate levels}

Throughout, $H(\lambda)$ is the Hamiltonian, a prime means $d/d\lambda$, $\delta=\lambda-\lambda_0$, and quantities with index 0 are taken at $\lambda_0$. The first half established that $E'=\langle\psi|H'|\psi\rangle$ for an isolated nondegenerate eigenstate and for a trial state stationary in every parameter that moves. In a moving basis $\chi_\mu$, with $\mathbf Hc=E\mathbf Sc$ and $c^\dagger\mathbf Sc=1$, the slope is $c^\dagger(\mathbf H'-E\mathbf S')c$. This adds the Pulay term $2\,\mathrm{Re}\langle\eta|(H-E)|\psi\rangle$, where $|\eta\rangle=\sum_\mu c_\mu|\chi'_\mu\rangle$. The projector $P(\lambda)$ onto an isolated group of levels is differentiable, and $H_0P'$ is well defined.

In unrestricted Hartree--Fock theory the trial state is a single determinant $\Phi$ built from orthonormal orbitals $\varphi_{i\sigma}$, with separate sets for the two spin directions $\sigma$. In atomic units, let $h$ be the kinetic energy plus nuclear attraction of one electron and $V_{nn}$ the nuclear repulsion. With
\begin{equation}
(ij|kl)=\iint\frac{\varphi_i^*(1)\varphi_j(1)\,\varphi_k^*(2)\varphi_l(2)}{r_{12}}\,d^3r_1d^3r_2 ,
\end{equation}
the energy of the determinant is
\begin{equation}
E=V_{nn}+\sum_{i\sigma}\langle\varphi_{i\sigma}|h|\varphi_{i\sigma}\rangle
+\frac12\sum_{i\sigma}\sum_{j\tau}\left[(ii|jj)-\delta_{\sigma\tau}(ij|ji)\right],
\label{eq:uhf}
\end{equation}
where $i$ carries spin $\sigma$ and $j$ spin $\tau$. When one orbital is varied, it occurs in the double sum once as $i$ and once as $j$. The two contributions are equal and cancel the factor $1/2$. Adding the variation of the complex-conjugate orbital gives
\begin{equation}
\delta E=2\,\mathrm{Re}\sum_{i\sigma}\langle\delta\varphi_{i\sigma}|F_\sigma|\varphi_{i\sigma}\rangle,
\qquad F_\sigma=h+J-K_\sigma .
\label{eq:fock}
\end{equation}
Here $J$ is the electrostatic potential energy in the total electron density, and $K_\sigma\varphi(1)=\sum_j\varphi_{j\sigma}(1)\int\varphi_{j\sigma}^*(2)\varphi(2)\,r_{12}^{-1}d^3r_2$ is the exchange operator.

The orbitals $\varphi_{i\sigma}=\sum_\mu c_{\mu i\sigma}\chi_\mu$ must stay orthonormal, so the function to be made stationary in the coefficients is
\begin{equation}
\mathcal L=E-\sum_{\sigma ij}\epsilon^\sigma_{ji}\left(\langle\varphi_{i\sigma}|\varphi_{j\sigma}\rangle-\delta_{ij}\right),
\end{equation}
with Hermitian matrices of multipliers $\epsilon^\sigma$. Along a differentiable path of stationary solutions the constraints hold, so $\mathcal L=E$. Changes of the coefficients don't contribute to $d\mathcal L/d\lambda$ because $\mathcal L$ is stationary in them, and changes of the multipliers don't because they multiply zero. What remains is the derivative at fixed coefficients and multipliers.

A unitary rotation among occupied orbitals of one spin changes the determinant by a phase at most. It can be used at the point considered to make $\epsilon^\sigma$ diagonal, with orbital energies $\epsilon_{i\sigma}$. At fixed coefficients, $h$ and $V_{nn}$ change explicitly, which gives $\langle\Phi|H'|\Phi\rangle$, and each orbital changes by $|\eta_{i\sigma}\rangle=\sum_\mu c_{\mu i\sigma}|\chi'_\mu\rangle$. Equation (\ref{eq:fock}) gives the effect on $E$, and the constraint subtracts $2\epsilon_{i\sigma}\mathrm{Re}\langle\eta_{i\sigma}|\varphi_{i\sigma}\rangle$. Hence
\begin{equation}
\frac{dE}{d\lambda}=\langle\Phi|H'|\Phi\rangle
+2\,\mathrm{Re}\sum_{i\sigma}\langle\eta_{i\sigma}|(F_\sigma-\epsilon_{i\sigma})|\varphi_{i\sigma}\rangle .
\label{eq:uhfpulay}
\end{equation}
The Fock operator replaces $H$ and the orbital energy replaces $E$, but the structure is that of the linear problem.

For NO let $\lambda=R$, with nitrogen at the origin and oxygen at $z=R$. If oxygen moves, only its attraction to the electrons and the nuclear repulsion depend on $R$. With $\rho$ the electron number density and $\mathbf R_{\rm O}$ the oxygen position,
\begin{equation}
\langle H'\rangle=-Z_{\rm O}\int\rho(\mathbf r)\,\frac{z-R}{|\mathbf r-\mathbf R_{\rm O}|^3}\,d^3r-\frac{Z_{\rm N}Z_{\rm O}}{R^2}.
\end{equation}
This is classical electrostatics: minus the force along $z$ on the oxygen nucleus in the field of the electron cloud and the other nucleus. One may equally move nitrogen towards negative $z$. The energy depends only on the separation, so the total slope must be the same.

At $R=2.3$ bohr in the cc-pVDZ basis, a stationary solution has the energy $-129.2487$ hartree. The largest Fock matrix element between occupied and empty orbitals is $1.4\times10^{-11}$ hartree. The single $\pi^*$ electron is kept in the orbital odd in $x$; otherwise its orientation about the bond would be a redundant parameter. In hartree/bohr, the two choices of moving nucleus give
\begin{align}
\text{O moves:}\quad&-0.75146+0.85874=0.10728,\nonumber\\
\text{N moves:}\quad&-0.65837+0.76564=0.10727 ,
\end{align}
where the first term is $\langle H'\rangle$ and the second the Pulay term. Energy differences give $0.107275$ hartree/bohr, or $8.838$ nN; the last digits above differ by rounding. The positive slope means that each nucleus is pulled towards the other. For oxygen the Pulay term is eight times the net slope.

The two bare values differ by $0.093$ hartree/bohr. They would agree for an exact eigenstate. Shifting both nuclei by $s$ transforms $H$ into $e^{-isP_z/\hbar}He^{isP_z/\hbar}$, where $P_z$ is the total electron momentum, so the sum of the derivatives with respect to the two nuclear positions is $-(i/\hbar)[P_z,H]$. Its expectation value is zero in an eigenstate. They would also agree for a determinant that is stationary in a complete basis. There $(F_\sigma-\epsilon_{i\sigma})|\varphi_{i\sigma}\rangle=0$, both Pulay terms in (\ref{eq:uhfpulay}) vanish, and each bare value equals the common slope. The difference between the two bare values therefore comes from the finite basis, not from the restriction to one determinant, and it can be read off without knowing the correct slope.

The agreement of slopes doesn't make the energy accurate. The determinant has $\langle S^2\rangle=1.089$ in units of $\hbar^2$, against $0.75$ for a pure doublet, so states of higher spin are mixed in; each has $S(S+1)\ge3.75$, which bounds their total weight by $(1.089-0.75)/3=0.113$. Correlation beyond one determinant, relativity and spin--orbit coupling are left out, and the basis is small. The digits quoted belong to cc-pVDZ: in cc-pVTZ the energy is $-129.2843$ hartree and the slope $0.110$ hartree/bohr, and in aug-cc-pVDZ the slope is $0.104$, a shift of about three per cent either way. The bare values move far more: in cc-pVTZ they are $-0.264$ (O) and $-0.209$ (N), still of the wrong sign, and their difference falls from $0.093$ to $0.055$, whereas the diffuse functions of aug-cc-pVDZ leave it at $0.097$. Nor has the solution been shown to be the lowest one. The derivation needs stationarity, and that is what has been secured.

The other failure named at the outset has nothing to do with the basis. Let $E_0$ be a $g$-fold level of $H_0$, isolated from the rest of the spectrum, with orthonormal states $|a\rangle$, $a=1,\dots,g$. Let $P(\lambda)$ project onto the whole group of $g$ states that grows out of it. The individual eigenstates may change abruptly at $\lambda_0$, but $P$ is differentiable. Differentiating $P^2=P$ at $\lambda_0$ gives $P'P_0+P_0P'=P'$. Multiplication by $P_0$ from both sides yields $2P_0P'P_0=P_0P'P_0$, so
\begin{equation}
P_0P'P_0=0 .
\end{equation}

For small $\delta$ the vectors $P(\lambda)|a\rangle$ span the space of the group. Their overlap matrix is
\begin{equation}
\Sigma_{ab}=\langle a|P(\lambda)|b\rangle=\delta_{ab}+o(\delta),
\end{equation}
where $o(\delta)$ is small compared with $\delta$. The matrix of the energy shift is $G_{ab}=\langle a|P(H-E_0)P|b\rangle$. Because $(H_0-E_0)|b\rangle=0$,
\begin{equation}
(H-E_0)P|b\rangle=\delta\left[H'|b\rangle+(H_0-E_0)P'|b\rangle\right]+o(\delta).
\end{equation}
This is already of first order, so $\langle a|P$ may be replaced by $\langle a|$. Since $\langle a|(H_0-E_0)=0$, the second term drops out, leaving
\begin{equation}
G_{ab}=\delta\,W_{ab}+o(\delta),\qquad W_{ab}=\langle a|H'|b\rangle .
\end{equation}
The energies of the group solve $Gv=(E-E_0)\Sigma v$. They are $E_0$ plus the eigenvalues of $\Sigma^{-1/2}G\Sigma^{-1/2}=\delta[W+o(1)]$. Ordered eigenvalues of a Hermitian matrix are minima over subspaces of maxima of $\langle v|A|v\rangle$ for unit vectors $v$, so adding a matrix $B$ shifts each by at most $\|B\|$. Therefore
\begin{equation}
E_j(\lambda)=E_0+\delta\,w_j+o(\delta),
\label{eq:deg}
\end{equation}
with $w_1\le\dots\le w_g$ the eigenvalues of $W$. For $g=1$ this is the Hellmann--Feynman theorem again.

If the levels are numbered by energy, level $j$ has slope $w_j$ to the right of $\lambda_0$. To the left $\delta$ is negative, the order is reversed, and its slope is $w_{g+1-j}$. The numbered level has a kink where these two differ. For odd $g$ the middle level has none, since both are the same eigenvalue. In the $7\times7$ family, a threefold level has block eigenvalues $-1.0827$, $-0.2998$ and $0.5427$. Differences of the ordered levels give these slopes on the right and the reverse sequence on the left, so the middle level passes through with slope $-0.2998$ on both sides.

The diagonalization is also necessary for the states. Suppose orthonormal eigenstates $|m(\lambda)\rangle$ and $|n(\lambda)\rangle$ of the group are differentiable through $\lambda_0$. Differentiating $\langle m|H|n\rangle=0$ there gives
\begin{equation}
0=\langle m|H'|n\rangle+E_0\left(\langle m'|n\rangle+\langle m|n'\rangle\right)=\langle m|H'|n\rangle ,
\end{equation}
since the bracket is the derivative of $\langle m|n\rangle=0$. Such states diagonalize $W$. For any other normalized state of the level, with amplitudes $u_j$ on the eigenvectors of $W$, one finds $\langle H'\rangle=\sum_j|u_j|^2w_j$, a weighted average of slopes. The sum of all diagonal elements is the trace of $W$ and equals the sum of the slopes in any basis. If two $w_j$ coincide, the slopes are still fixed, but $W$ doesn't select states within that pair.

For the planar oscillator, $H=\tfrac12(p_x^2+p_y^2+x^2+y^2)+\lambda xy$ with $\hbar=m=1$. Let $|10\rangle$ and $|01\rangle$ have one quantum along $x$ and $y$. Parity makes $\langle1|x|1\rangle$ and $\langle0|x|0\rangle$ vanish, and $\langle1|x|0\rangle=1/\sqrt2$, so
\begin{equation}
W=\frac12\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad w=\mp\frac12 .
\end{equation}
The adapted states are $(|10\rangle\mp|01\rangle)/\sqrt2$. The exact solution confirms this. With $u=(x+y)/\sqrt2$ and $v=(x-y)/\sqrt2$, one has $xy=(u^2-v^2)/2$, so the frequencies are $\sqrt{1\pm\lambda}$. The doublet becomes
\begin{equation}
E_\pm=\tfrac32\sqrt{1\pm\lambda}+\tfrac12\sqrt{1\mp\lambda},
\end{equation}
with slopes $\pm(\tfrac34-\tfrac14)=\pm\tfrac12$ at $\lambda=0$. At $\lambda=0.2$ the levels are $1.8894$ and $2.0904$, while the linear law gives $1.9$ and $2.1$. The square roots contribute $-\lambda^2/4=-0.01$ at second order, which accounts for most of the difference.

A perturbation that keeps the level degenerate behaves differently. Invariance under rotations doesn't guarantee this: $L_z$ splits the doublet, and $(x^2+y^2)^2$ splits the threefold level above it, with block eigenvalues $12$, $12$ and $14$. For $\tfrac12\lambda(x^2+y^2)$ the block is the unit matrix, since $\tfrac12(\tfrac32+\tfrac12)=1$, and the doublet $2\sqrt{1+\lambda}$ stays together with slope 1. In general, if the level remains $g$-fold on both sides of $\lambda_0$, all $w_j$ are equal, $W$ is a multiple of the unit matrix, and any state of the level gives the slope. Stretching NO preserves a degeneracy in the same way: turning the determinant by a right angle about the bond leaves its energy unchanged at every $R$, so the partner with the $\pi^*$ electron in the orbital odd in $y$ has the same slope. The mean-field problem isn't linear, however, so the freedom of choice within the level doesn't carry over to determinants: the stationary solution reached by placing the electron in the complex combination $\pi^*_x+i\pi^*_y$ has the energy $-129.2464$ hartree and the slope $0.112$ hartree/bohr.

A near-degeneracy shows how the two rules are connected. For two states with splitting $\Delta>0$ and coupling $\lambda v$, the energies $\pm\sqrt{\Delta^2/4+\lambda^2v^2}$ have slopes
\begin{equation}
\pm\frac{\lambda v^2}{\sqrt{\Delta^2/4+\lambda^2v^2}} .
\end{equation}
The levels never meet, so the nondegenerate theorem gives these slopes at every $\lambda$, provided the eigenstate at that $\lambda$ is used. At $\lambda=0$ both slopes vanish. As a linear extrapolation, that value serves only while $|\lambda v|\ll\Delta$. For $|\lambda v|\gg\Delta$ the slopes approach $\pm|v|$ for $\lambda>0$, the eigenvalues of the block that would apply if $\Delta$ were zero.

Finally, a degenerate level in a moving basis needs both corrections. Put $\mathbf A=\mathbf S^{1/2}$ and $\mathbf H=\mathbf A\mathbf K\mathbf A$, so that $\mathbf K$ is an ordinary Hermitian matrix with eigenvectors $\mathbf Ac_a$. Differentiating, and using $\mathbf K\mathbf Ac_a=E_0\mathbf Ac_a$ for the vectors of the level,
\begin{equation}
c_a^\dagger\mathbf H'c_b=(\mathbf Ac_a)^\dagger\mathbf K'(\mathbf Ac_b)+E_0\,c_a^\dagger(\mathbf A'\mathbf A+\mathbf A\mathbf A')c_b .
\end{equation}
The last bracket is $\mathbf S'$. By (\ref{eq:deg}) applied to $\mathbf K$, the slopes are the eigenvalues of
\begin{equation}
W_{ab}=c_a^\dagger(\mathbf H'-E_0\mathbf S')c_b ,
\end{equation}
with $c_a^\dagger\mathbf Sc_b=\delta_{ab}$. The Pulay contribution thus belongs inside the block before it is diagonalized. The numerical output below lists the values behind the examples.

\section*{Calculated quantities}
\begin{verbatim}
General 7x7 family, dimensionless
 ground level: <dH/dlam> = -0.68476672, differences = -0.68476672
 threefold level, block eigenvalues: [-1.082712 -0.299776  0.542653]
 threefold level, right slopes: [-1.082712 -0.299776  0.542653]
 threefold level, left slopes: [ 0.542653 -0.299776 -1.082712]
Quartic potential, Gaussian trial state, lam = 1.0, dimensionless
 best width a = 1.817121, energy = 0.681420
 best width: <x^4> = 0.227140, dE/dlam = 0.227140
 width a = lam^(1/3): a = 1.000000, energy = 1.000000
 same: <x^4> = 0.750000, response term = -0.416667
 same: dE/dlam from differences = 0.333333
Two wells at x = -1 and x = lam = 1, depth 3.0, dimensionless
 N functions | E | <dH/dlam> | Pulay | dE/dlam from differences
  2 | -2.289156 | 0.875316 | 0.081221 | 0.956537
  4 | -2.341303 | 0.942509 | 0.169839 | 1.112348
  8 | -2.417110 | 0.835080 | -0.001785 | 0.833295
 16 | -2.417982 | 0.836694 | 0.000074 | 0.836767
 32 | -2.418007 | 0.836603 | -0.000000 | 0.836603
Planar oscillator, first excited doublet, dimensionless
 diagonal elements of xy: 0.000000, 0.000000
 off-diagonal element of xy: 0.500000
 block eigenvalues: -0.500000, 0.500000
 right slopes of ordered levels: -0.500000, 0.500000
 left slopes of ordered levels: 0.500000, -0.500000
 levels at lam = 0.2: 1.889363, 2.090381
 (x^2+y^2)/2: common slope of the doublet = 1.000000
NO, UHF/cc-pVDZ, bond length = 2.30 bohr
 energy = -129.24871425 hartree, <S^2> = 1.08933
 number of basis functions = 28
 largest occupied-empty Fock element = 1.4e-11 hartree
 O moved: <dH/dR> = -0.751460 hartree/bohr
 O moved: Pulay term = 0.858735 hartree/bohr
 O moved: sum = 0.107275 hartree/bohr
 N moved: <dH/dR> = -0.658365 hartree/bohr
 N moved: Pulay term = 0.765639 hartree/bohr
 N moved: sum = 0.107275 hartree/bohr
 dE/dR from energy differences = 0.107275 hartree/bohr
 dE/dR converted = 8.8381 nN
\end{verbatim}
